**Effective thermionic barrier of two equal-area oxide patches**

For conduction offsets b1 and b2 and thermal energy kT, the program tests b_eff = (b1 + b2)/2 − kT ln cosh[(b2 − b1)/(2kT)]. With offsets of 1.3 and 1.7 eV at 300 K, it finds b_eff = 1.318 eV, while the Arrhenius activation energy is 1.300 eV. It asserts agreement between direct momentum integration of the emitted flux and the Richardson law, the effective-barrier formula and the current-weighted activation energy. Further assertions compare the image lowering, WKB action, silicon subband energy and stripe potential with separate numerical calculations. In the WKB estimate, tunnelling lowers both patch barriers by about 0.050 eV, but the mixed film stays kT ln 2 = 0.018 eV above an all-low film. If the offsets come from interface dipoles, narrow stripes pinch off the low path: the estimated barrier is 1.385 eV for stripes 10 nm wide. Trap conduction and scattering in the oxide are not modelled.

## Numerical check

```python
"""Thermionic emission through two equal-area kinds of oxide patch.

Result under test: for barriers b1, b2 and thermal energy kT, the area-averaged
current equals that of one uniform barrier
    b_eff = mean(b1, b2) - kT ln cosh((b2 - b1) / (2 kT)).
Barriers are conduction offsets from the silicon band edge, in eV. The Fermi
level is at that edge, and both patches have the same emitter mass.
Lengths are in nm and fields in eV/nm (one electron charge) unless noted.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.sparse import diags, eye, kron
from scipy.sparse.linalg import spsolve
from scipy.special import ai_zeros, expit

charge, hbar, mass0 = const.e, const.hbar, const.m_e
k_ev = const.k / charge
kinetic = hbar**2 / (2 * mass0 * charge) * 1e18  # eV nm^2
coulomb = charge / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
richardson = 4*np.pi*charge*mass0*const.k**2 / const.h**3 / 1e4

low, high, temperature = 1.3, 1.7, 300.0
thermal = k_ev * temperature
thickness, field = 20.0, 0.02
oxide_mass, eps_static, eps_optical, eps_si = 0.15, 20.0, 4.0, 11.7
mean_barrier, half_split = (low + high) / 2, (high - low) / 2
nodes, weights = np.polynomial.legendre.leggauss(100)


def emission_current(barrier, temp):
    """Current in A/cm2 by direct momentum integration of a Fermi gas."""
    kt = k_ev * temp
    to_k = np.sqrt(2 * mass0 * charge) / hbar
    start, stop = to_k*np.sqrt(barrier), to_k*np.sqrt(barrier + 40*kt)
    side = to_k * np.sqrt(40 * kt)
    kz = (start + stop)/2 + (stop - start)/2*nodes
    kp = side/2 * (nodes + 1)
    energy = (kz[:, None]**2 + kp[None, :]**2) / to_k**2
    flux = hbar*kz[:, None]/mass0 * 2*np.pi*kp[None, :] * expit(-energy/kt)
    total = weights @ flux @ weights * (stop - start)/2 * side/2
    return 2 * charge / (2*np.pi)**3 * total / 1e4


def patch_current(b1, b2, temp):
    return (emission_current(b1, temp) + emission_current(b2, temp)) / 2


def inferred_barrier(current, temp):
    return -k_ev * temp * np.log(current / (richardson * temp**2))


def effective_formula(b1, b2, temp):
    kt = k_ev * temp
    return (b1 + b2)/2 - kt*np.log(np.cosh((b2 - b1)/(2*kt)))


def activation_energy(b1, b2, temp):
    """Arrhenius slope by finite difference of the integrated current."""
    t1, t2 = temp - 1, temp + 1
    y1 = np.log(patch_current(b1, b2, t1) / t1**2)
    y2 = np.log(patch_current(b1, b2, t2) / t2**2)
    return -(y2 - y1) / (1/(k_ev*t2) - 1/(k_ev*t1))


# Emission law, averaged barrier, Arrhenius slope and area-loss identity.
for barrier in (low, high):
    law = richardson * temperature**2 * np.exp(-barrier / thermal)
    assert abs(emission_current(barrier, temperature)/law - 1) < 1e-7
for b1, b2, temp in ((low, high, 300.0), (1.48, 1.52, 300.0), (low, high, 400.0)):
    kt = k_ev * temp
    measured = inferred_barrier(patch_current(b1, b2, temp), temp)
    assert abs(measured - effective_formula(b1, b2, temp)) < 1e-7
    currents = np.array([emission_current(b, temp) for b in (b1, b2)])
    shares = currents / currents.sum()
    slope = activation_energy(b1, b2, temp)
    assert abs(slope - shares @ np.array([b1, b2])) < 1e-5
    area_term = kt * np.sum(shares * np.log(2 * shares))
    assert abs(measured - slope - area_term) < 1e-5

small = inferred_barrier(patch_current(1.49, 1.51, temperature), temperature)
small_formula = 1.5 - 0.02**2 / (8 * thermal)
assert abs(small - small_formula) < 1e-4  # next term is about 5e-5 eV

current_low = emission_current(low, temperature)
current_high = emission_current(high, temperature)
current_mix = patch_current(low, high, temperature)
effective = inferred_barrier(current_mix, temperature)
slope_main = activation_energy(low, high, temperature)
effective_400 = inferred_barrier(patch_current(low, high, 400.0), 400.0)
mean_error = current_mix / emission_current(mean_barrier, temperature)
assert round(effective, 2) == 1.32

# Image-force lowering from the definition: maximum of the potential energy.
image = np.sqrt(coulomb * field / eps_optical)
peak = minimize_scalar(lambda z: coulomb/(4*eps_optical*z) + field*z,
                       bounds=(0.05, 15), method="bounded",
                       options={"xatol": 1e-8})
assert abs(peak.fun - image) < 1e-7


def tunnel_action(barrier, energy, mass):
    depth = np.maximum(barrier - energy, 0)
    exit_depth = np.maximum(depth - field*thickness, 0)
    return 4/(3*field)*np.sqrt(mass/kinetic)*(depth**1.5 - exit_depth**1.5)


for energy in (0.2, 1.1):
    end = min(thickness, (low - energy) / field)
    direct = quad(lambda z: 2*np.sqrt(
        oxide_mass*max(low - energy - field*z, 0)/kinetic), 0, end)[0]
    assert abs(direct - tunnel_action(low, energy, oxide_mass)) < 1e-5


def tunnel_barrier(barrier, mass):
    """Uniform barrier inferred when WKB tunnelling is included."""
    energy = np.linspace(0, barrier + 1, 40001)
    supply = np.log1p(np.exp(-energy / thermal))
    passed = np.exp(-tunnel_action(barrier, energy, mass)) * supply
    return -thermal * np.log(trapezoid(passed, energy) / thermal)


assert abs(tunnel_barrier(low, 1e6) - low) < 1e-3  # heavy mass: no tunnelling
tunnel_low = tunnel_barrier(low, oxide_mass)
tunnel_high = tunnel_barrier(high, oxide_mass)
tunnel_mix = -thermal*np.log((np.exp(-tunnel_low/thermal)
                              + np.exp(-tunnel_high/thermal))/2)
assert abs(tunnel_mix - tunnel_low - thermal*np.log(2)) < 1e-4

# One-subband estimate in silicon: two valleys, masses 0.92 and 0.19.
si_field = field * eps_static / eps_si
subband = -ai_zeros(1)[0][0] * (kinetic/0.92)**(1/3) * si_field**(2/3)
step = 0.02
depths = np.arange(1, 1501) * step
hop = kinetic / 0.92 / step**2
ground = eigh_tridiagonal(2*hop + si_field*depths, -hop*np.ones(1499),
                          select="i", select_range=(0, 0))[0][0]
assert abs(ground - subband) < 1e-4
sheet = const.epsilon_0*eps_static*field*1e9/charge/1e4  # cm^-2
states = 2 * 0.19 / (2*np.pi*kinetic) * 1e14  # cm^-2 eV^-1
fermi = subband + thermal*np.log(np.expm1(sheet/(states*thermal)))
reverse_fraction = np.exp(-field * thickness / thermal)


def dipole_shift(x, z, width):
    """Laplace potential of alternating stripes below a flat gate."""
    order = np.arange(1, 12*width/z.min() + 9, 2)
    wave = order * np.pi / width
    decay = np.exp(-np.outer(wave, z)) - np.exp(-np.outer(wave, 2*thickness - z))
    decay /= (1 - np.exp(-2 * wave * thickness))[:, None]
    return half_split*(np.sin(np.outer(x, wave))*4/(np.pi*order)) @ decay


# Check the stripe potential against a finite-difference Laplace solution.
h, nx, nz = 0.5, 80, 39
second_x = diags([1, 1, -2, 1, 1], [-(nx-1), -1, 0, 1, nx-1], shape=(nx, nx))
second_z = diags([1, -2, 1], [-1, 0, 1], shape=(nz, nz))
laplace = (kron(eye(nz), second_x) + kron(second_z, eye(nx))).tocsc()
source = np.zeros((nz, nx))
source[0] = -half_split * np.where(np.arange(nx) < nx//2, 1, -1)
grid_solution = spsolve(laplace, source.ravel()).reshape(nz, nx)
series_value = dipole_shift(np.array([20.5*h]), np.array([10*h]), 20.0)[0, 0]
assert abs(grid_solution[9, 20] - series_value) < 5e-4


def stripe_barrier(width):
    """Effective barrier from the highest point on each straight path."""
    x = (np.arange(100) + 0.5) * width / 200
    z = np.arange(0.25, thickness + 0.01, 0.25)
    shift = dipole_shift(x, z, width)
    base = mean_barrier - field*z
    top_low = np.maximum(low, (base - shift).max(axis=1))
    top_high = np.maximum(high, (base + shift).max(axis=1))
    tops = np.concatenate((top_low, top_high))
    return -thermal * np.log(np.mean(np.exp(-tops / thermal)))


stripes = {width: stripe_barrier(float(width)) for width in (1000, 200, 50, 10)}
assert abs(stripes[1000] - effective) < 0.002
assert stripes[10] > stripes[200] + 0.03

print(f"Low and high offsets: {low:.1f}, {high:.1f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {thermal:.6f} eV")
print(f"Area share of each patch: {0.5:.1f}")
print(f"Richardson constant, free mass: {richardson:.2f} A/(cm2 K2)")
print(f"Current density on low patch: {current_low:.3e} A/cm2")
print(f"Current density on high patch: {current_high:.3e} A/cm2")
print(f"Area-averaged current density: {current_mix:.3e} A/cm2")
print(f"High-patch share of current: {current_high/(2*current_mix):.2e}")
print(f"kT ln 2: {thermal*np.log(2):.5f} eV")
print(f"Effective barrier at 300 K: {effective:.5f} eV")
print(f"Effective barrier at 300 K: {effective*charge:.4e} J")
print(f"Arithmetic mean barrier: {mean_barrier:.3f} eV")
print(f"True current / mean-barrier current: {mean_error:.1f}")
print(f"Arrhenius activation energy at 300 K: {slope_main:.5f} eV")
print(f"Effective barrier at 400 K: {effective_400:.5f} eV")
print(f"Small-spread test, offsets 1.49 and 1.51 eV: {small:.6f} eV")
print(f"Small-spread approximation: {small_formula:.6f} eV")
print(f"Oxide thickness: {thickness:.0f} nm; field: {field*10:.1f} MV/cm")
print(f"Oxide voltage drop: {field*thickness:.2f} V")
print(f"Oxide tunnelling mass: {oxide_mass:.2f} electron masses")
print(f"Static, optical oxide permittivity: {eps_static:.0f}, {eps_optical:.0f}")
print(f"Silicon permittivity: {eps_si:.1f}")
print(f"Image lowering, metal-like upper estimate: {image:.4f} eV")
print(f"Low-patch barrier with WKB tunnelling: {tunnel_low:.4f} eV")
print(f"High-patch barrier with WKB tunnelling: {tunnel_high:.4f} eV")
print(f"Mixed-film barrier with WKB tunnelling: {tunnel_mix:.4f} eV")
print(f"Mixed minus low, with tunnelling: {tunnel_mix-tunnel_low:.5f} eV")
print(f"Accumulation sheet density: {sheet:.3e} cm^-2")
print(f"Lowest silicon subband above band edge: {subband:.4f} eV")
print(f"Fermi level above band edge, estimate: {fermi:.4f} eV")
print(f"Reverse / forward emission: {reverse_fraction:.2e}")
for width, value in stripes.items():
    print(f"Dipole stripes {width} nm wide, effective barrier: {value:.4f} eV")
print("all good")
```

It prints:

```
Low and high offsets: 1.3, 1.7 eV
Temperature: 300 K; kT: 0.025852 eV
Area share of each patch: 0.5
Richardson constant, free mass: 120.17 A/(cm2 K2)
Current density on low patch: 1.567e-15 A/cm2
Current density on high patch: 2.987e-22 A/cm2
Area-averaged current density: 7.834e-16 A/cm2
High-patch share of current: 1.91e-07
kT ln 2: 0.01792 eV
Effective barrier at 300 K: 1.31792 eV
Effective barrier at 300 K: 2.1115e-19 J
Arithmetic mean barrier: 1.500 eV
True current / mean-barrier current: 1145.0
Arrhenius activation energy at 300 K: 1.30000 eV
Effective barrier at 400 K: 1.32389 eV
Small-spread test, offsets 1.49 and 1.51 eV: 1.498112 eV
Small-spread approximation: 1.498066 eV
Oxide thickness: 20 nm; field: 0.2 MV/cm
Oxide voltage drop: 0.40 V
Oxide tunnelling mass: 0.15 electron masses
Static, optical oxide permittivity: 20, 4
Silicon permittivity: 11.7
Image lowering, metal-like upper estimate: 0.0849 eV
Low-patch barrier with WKB tunnelling: 1.2496 eV
High-patch barrier with WKB tunnelling: 1.6496 eV
Mixed-film barrier with WKB tunnelling: 1.2675 eV
Mixed minus low, with tunnelling: 0.01792 eV
Accumulation sheet density: 2.211e+12 cm^-2
Lowest silicon subband above band edge: 0.0852 eV
Fermi level above band edge, estimate: 0.0765 eV
Reverse / forward emission: 1.91e-07
Dipole stripes 1000 nm wide, effective barrier: 1.3181 eV
Dipole stripes 200 nm wide, effective barrier: 1.3191 eV
Dipole stripes 50 nm wide, effective barrier: 1.3229 eV
Dipole stripes 10 nm wide, effective barrier: 1.3853 eV
all good
```
